\section*{Atomic forces under bias in a nonorthogonal atomic-orbital basis}

\section{Two orbitals}

Let two identical atoms a distance $d$ apart carry one real, normalized $s$ orbital each. Put both levels at zero energy and let $h(d)$ and $s(d)$ be the off-diagonal elements of $H$ and $S$. The equation $Hc=ESc$ has the solutions
\begin{equation}
E_\pm=\frac{\pm h}{1\pm s},\qquad c_\pm=\frac{(1,\pm1)}{\sqrt{2(1\pm s)}},\qquad c^\dagger Sc=1 .
\end{equation}
Differentiating the energy, with primes for $d/dd$,
\begin{equation}
E_\pm'=\frac{\pm h'}{1\pm s}-\frac{hs'}{(1\pm s)^2}
=\frac{\pm1}{1\pm s}\,(h'-E_\pm s')
=2c_1c_2\,(h'-E_\pm s').
\end{equation}
The term with $s'$ appears because the coefficients must stay normalized while the overlap changes, and its weight is the energy of the state. For fixed occupations $f_\pm$ and two spins, define $D_{12}=2\sum f c_1c_2$ and $W_{12}=2\sum fE\,c_1c_2$. The force conjugate to $d$ is
\begin{equation}
-2\sum_\pm f_\pm E'_\pm=-2D_{12}h'+2W_{12}s' .
\label{two}
\end{equation}
The occupations need not be thermal, but $D$ and $W$ must contain the same ones. In a junction the states are scattering states, filled by the lead from which they arrive.

\section{Force from the variational principle}

\subsection{Conventions}
The real orbitals $\phi_\mu(\mathbf r;R)$ move rigidly with their atoms; $\partial_j=\partial/\partial R_j$. Write
\begin{equation}
S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle,\quad
B^j_{\mu\nu}=\langle\phi_\mu|\partial_j\phi_\nu\rangle,\quad
\partial_jS=B^j+B^{jT}.
\end{equation}
The states are $\psi_n=\sum_\mu c_{\mu n}\phi_\mu$, and $D=2\sum_nf_nc_nc_n^\dagger$. The electronic mean-field energy is $E[D;R]$, with $\delta E=\mathrm{Tr}[H\,\delta D]$ at fixed $R$. The functional is adiabatic and does not depend on the current. Ion--ion repulsion adds a classical force and is omitted.

\subsection{Equations of motion}
Since $\dot\psi_n=\sum_\mu(\dot c_{\mu n}\phi_\mu+c_{\mu n}\sum_k\dot R_k\partial_k\phi_\mu)$, the time-dependent variational Lagrangian is
\begin{align}
L={}&\sum_k\tfrac12M_k\dot R_k^2-E[D;R]+\sum_k\dot R_kA_k\nonumber\\
&+i\hbar\sum_nf_n\big(c_n^\dagger S\dot c_n-\dot c_n^\dagger Sc_n\big),\\
A_k={}&\tfrac{i\hbar}{2}\mathrm{Tr}[D(B^k-B^{kT})].
\end{align}
The usual prefactor $i\hbar/2$ has been multiplied by the spin factor 2. Variation of $c_n^\dagger$, after division by $2f_n$, gives
\begin{equation}
-\tfrac{i\hbar}{2}\big(S\dot c+\dot Sc\big)
=\tfrac{i\hbar}{2}\Big(S\dot c+\sum_k\dot R_k(B^k-B^{kT})c\Big)-Hc .
\end{equation}
Inserting $\dot S=\sum_k\dot R_k(B^k+B^{kT})$ cancels $B^{kT}$:
\begin{equation}
i\hbar S\dot c=\Big(H-i\hbar\sum_k\dot R_kB^k\Big)c .
\label{tdse}
\end{equation}
Variation of $R_j$ gives
\begin{align}
M_j\ddot R_j+\dot A_j={}&-(\partial_jE)_D+\sum_k\dot R_k(\partial_jA_k)_c\nonumber\\
&+i\hbar\sum_nf_n\big(c_n^\dagger\partial_jS\,\dot c_n-\dot c_n^\dagger\partial_jS\,c_n\big).
\label{nuc}
\end{align}

Now clamp the nuclei by an external holding force, and let the electrons reach a steady state. The terms with $\dot R_k$ vanish, and $\dot A_j=0$ because $D$ and $R$ are constant. The Hamiltonian is then constant too, so $i\hbar\dot c_n=E_nc_n$ and $-i\hbar\dot c_n^\dagger=E_nc_n^\dagger$. Each of the two terms in the last line of \eqref{nuc} gives $f_nE_nc_n^\dagger\partial_jS\,c_n$. The force opposed by the holding force is
\begin{equation}
\boxed{F_j=-(\partial_jE)_D+\mathrm{Tr}[W\partial_jS]},\qquad
W=2\sum_nf_nE_nc_nc_n^\dagger .
\label{force}
\end{equation}
This is the mean force at zero velocity. Friction, velocity-dependent forces and force noise are outside it.

For a local or semilocal Kohn--Sham functional, with one-electron operator $\hat h$ and ionic potential $v_{\rm ion}$,
\begin{align}
(\partial_jE)_D=\sum_{\mu\nu}D_{\nu\mu}\big[&\langle\partial_j\phi_\mu|\hat h|\phi_\nu\rangle+\langle\phi_\mu|\hat h|\partial_j\phi_\nu\rangle\nonumber\\
&+\langle\phi_\mu|\partial_jv_{\rm ion}|\phi_\nu\rangle\big].
\end{align}
The Hartree and exchange-correlation potentials in $\hat h$ are not differentiated: their effect is already contained in the change of density caused by the moving orbitals. If a field is applied, its force on the ionic charge must also be included.

\section{Filling the matrices from the leads}

\subsection{Scattering states}
Split the system into a finite region $C$ and semi-infinite leads $\alpha=L,R$ without direct coupling between them. Every moved atom has all its overlap and Hamiltonian neighbours in $C$; potentials farther out are frozen. Then \eqref{force} requires the $CC$ blocks of $D$ and $W$.

Let $u$ be a state of isolated lead $\alpha$, normalized to $\delta(E-E')$ with the lead overlap. Define $T_{C\alpha}=H_{C\alpha}-ES_{C\alpha}$ and the retarded lead function $g_\alpha=(E^+S_\alpha-H_\alpha)^{-1}$, with $E^+=E+i0$. The lead rows of $(ES-H)c=0$ give
\begin{equation}
c_\alpha=u+g_\alpha T_{\alpha C}c_C,\qquad
c_\beta=g_\beta T_{\beta C}c_C\quad(\beta\ne\alpha).
\end{equation}
Substitution into the $C$ rows gives $c_C=GT_{C\alpha}u$, where
\begin{equation}
G=(E^+S_C-H_C-\Sigma)^{-1},\quad
\Sigma=\sum_\alpha T_{C\alpha}g_\alpha T_{\alpha C}.
\end{equation}
For clamped nuclei the evolution conserves $c^\dagger Sc$, so a packet arriving from the lead keeps its normalization. The lead spectral sum at energy $E$ is $\sum uu^\dagger=i(g_\alpha-g_\alpha^\dagger)/2\pi$. Therefore
\begin{equation}
\rho_\alpha=\frac{G\Gamma_\alpha G^\dagger}{2\pi},\qquad
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),
\end{equation}
and, with $f_\alpha=[1+e^{(E-\mu_\alpha)/k_BT}]^{-1}$,
\begin{equation}
\binom{D}{W}=2\sum_\alpha\int dE\,\binom{1}{E}f_\alpha(E)\rho_\alpha(E).
\label{DW}
\end{equation}
Bound states are added separately. Those below both bands are taken as filled. A bound state in the bias window has no occupation fixed by this construction, and \eqref{DW} is then insufficient. A unique steady state is also assumed.

\subsection{Contour and bias window}
From $G^{-1}-(G^\dagger)^{-1}=i(\Gamma_L+\Gamma_R)$ in the continuum,
\begin{equation}
G-G^\dagger=G\big[(G^\dagger)^{-1}-G^{-1}\big]G^\dagger
=-2\pi i(\rho_L+\rho_R).
\label{spec}
\end{equation}
With real orbitals and no magnetic field $G$ is symmetric, so $\rho_L+\rho_R=-\mathrm{Im}\,G/\pi$. Eliminating $\rho_R$,
\begin{equation}
\binom{D}{W}=-\frac2\pi\mathrm{Im}\!\int\! dE\binom1E f_RG
+2\!\int\! dE\binom1E(f_L-f_R)\rho_L .
\label{split}
\end{equation}
The factor $E$ belongs in both integrals. The first also contains bound states below the bands, through the poles of $G$.

The first integrand can be moved into the upper half-plane. Start at a real energy below the spectrum, go up by $2\pi k_BTM$ with integer $M$, then go right. On the horizontal part $f_R$ has its real-axis values. The enclosed poles are $z_m=\mu_R+i\pi k_BT(2m+1)$, $m=0,\dots,M-1$, where $f_R\simeq-k_BT/(z-z_m)$. Closing the contour counterclockwise gives
\begin{equation}
\int dE\,f_RG=\int_{\rm path}dz\,f_RG-2\pi ik_BT\sum_mG(z_m).
\end{equation}
For $W$, replace $G$ by $zG$ in every term, including the pole sum. The window integral stays on the real axis because it contains both $G$ and $G^\dagger$. Exchanging the reference lead in \eqref{split} must leave $D$ and $W$ unchanged. In the example below the largest change is $4\times10^{-10}$ (in eV for $W$).

\section{Two checks on the overlap term}

\subsection{Work}
Let one coordinate move with velocity $\dot R$. Equation \eqref{tdse} gives
\begin{align}
\dot D={}&-\tfrac i\hbar(S^{-1}HD-DHS^{-1})\nonumber\\
&-\dot R(S^{-1}BD+DB^TS^{-1}).
\end{align}
In a finite closed system the first line does not contribute to $\mathrm{Tr}[H\dot D]$, by cyclic permutation. Thus
\begin{equation}
\dot E=\dot R\big\{(\partial E)_D-\mathrm{Tr}[BDHS^{-1}]-\mathrm{Tr}[B^TS^{-1}HD]\big\}.
\end{equation}
For stationary states $Hc_n=E_nSc_n$, so
\begin{equation}
DHS^{-1}=S^{-1}HD=W
\label{prod}
\end{equation}
and $\dot E=-F\dot R$ at the start of the motion. For an open junction, a long window is cut out and propagated as a closed system, starting from the steady-state $D$. By the same cyclic permutation its energy is constant while the nuclei are clamped, even though $D$ changes near the cut ends. The energies for velocities $\pm\dot R$ are subtracted, which removes the terms even in the velocity. The run must end before the disturbance from the cut ends reaches the moving atom.

The matrices in \eqref{prod} are those of the whole system. The $CC$ block of the product contains sums over lead orbitals, so $D_CH_CS_C^{-1}$ is not $W_C$. The energy integral \eqref{DW} avoids this truncation.

\subsection{Energy zero}
Raise all energies, including both $\mu_\alpha$, by $\lambda$. Then $H\to H+\lambda S$, $D$ is unchanged and $W\to W+\lambda D$. The explicit force gains $-\lambda\mathrm{Tr}[D\partial_jS]$ and the overlap term gains the opposite amount. The two parts therefore have no separate physical meaning. If an approximation fills $W$ differently, so that it changes by $\lambda D'$ with $D'\ne D$, the force changes by $\lambda\mathrm{Tr}[(D'-D)\partial_jS]$ and in general depends on the energy zero.

\section{Equilibrium: gradient of the grand potential}

Set $\mu_L=\mu_R=\mu$. For a given Hamiltonian and two spins, let $N(E)$ count the states below $E$ per spin. Since the derivative of $-k_BT\ln(1+e^{-(E-\mu)/k_BT})$ is $f$, integration by parts gives
\begin{equation}
\Omega_0=-2k_BT\!\int\! dE\,\frac{dN}{dE}\ln\!\big(1+e^{-(E-\mu)/k_BT}\big)
=-2\!\int\! dE\,fN .
\end{equation}
The density of states of the whole system is
\begin{equation}
\frac{dN}{dE}=-\frac1\pi\mathrm{Im\,Tr}\big[S(E^+S-H)^{-1}\big]
=-\frac1\pi\mathrm{Im}\frac{d}{dE}\ln\det(E^+S-H).
\end{equation}
Block elimination factors the determinant into lead determinants, which do not depend on $R$, and $\det G^{-1}$. Up to terms independent of $R$,
\begin{equation}
\Omega_0=\frac2\pi\,\mathrm{Im}\int dE\,f(E)\ln\det[E^+S_C-H_C-\Sigma(E)].
\label{logdet}
\end{equation}
Only differences between geometries are used, with the logarithm followed continuously. As $\Sigma$ is fixed, $\partial_j\ln\det G^{-1}=\mathrm{Tr}[G(E\partial_jS-\partial_jH)]$. The first integral in \eqref{split} then yields
\begin{equation}
\partial_j\Omega_0=\mathrm{Tr}[D\,d_jH]-\mathrm{Tr}[W\partial_jS],
\label{dom}
\end{equation}
where $d_jH$ includes the response of the self-consistent potential.

The interacting grand potential is $\Omega=E-TS_{\rm el}-\mu N_{\rm el}$. Because $\Omega_0=\mathrm{Tr}[DH]-TS_{\rm el}-\mu N_{\rm el}$,
\begin{equation}
\Omega=\Omega_0+E-\mathrm{Tr}[DH].
\end{equation}
The nonlinear part of $E$ depends on $D_C$ alone, so the correction $E-\mathrm{Tr}[DH]$ is finite. Its total derivative is
\begin{equation}
(\partial_jE)_D+\mathrm{Tr}[H\,d_jD]-\mathrm{Tr}[H\,d_jD]-\mathrm{Tr}[D\,d_jH].
\end{equation}
Adding \eqref{dom} cancels the response of both density and potential:
\begin{equation}
\boxed{\left.\frac{d\Omega}{dR_j}\right|_{\mu,T}=(\partial_jE)_D-\mathrm{Tr}[W\partial_jS]=-F_j}.
\end{equation}
The lead matrices are held fixed in this derivative. For an isolated system the Helmholtz energy $A=\Omega+\mu N_{\rm el}$ gives the same force at fixed particle number, since $\partial\Omega/\partial\mu=-N_{\rm el}$ cancels the change of $\mu$. In an orthogonal basis that stays orthogonal, $\partial_jS=0$ and the overlap term disappears.

\section{Why bias can destroy the potential}

Freeze the potential response for a moment and let $M_j=E\partial_jS-\partial_jH$. The part of the force filled with $f_R$ is a gradient by the preceding argument. The window part is $2\int dE(f_L-f_R)\mathrm{Tr}[M_j\rho_L]$. From $\partial_kG=-GM_kG$,
\begin{equation}
\partial_k\rho_L=-GM_k\rho_L-\rho_LM_kG^\dagger .
\end{equation}
In $\partial_kF_j-\partial_jF_k$ the second derivatives of $H$ and $S$ cancel. After cyclic permutation the remaining integrand is
\begin{equation}
\mathrm{Tr}[M_k(G-G^\dagger)M_j\rho_L]-\mathrm{Tr}[M_j(G-G^\dagger)M_k\rho_L].
\end{equation}
Insert \eqref{spec}. The terms with two factors $\rho_L$ cancel, and the other two are complex conjugates apart from sign:
\begin{equation}
\partial_kF_j-\partial_jF_k=-8\pi\!\int\! dE\,(f_L-f_R)\,
\mathrm{Im\,Tr}[M_j\rho_RM_k\rho_L].
\end{equation}
This vanishes without bias. With bias it generally does not, and the force then has no potential. The self-consistent response changes the value under bias; the curl quoted below includes it.

\section{A four-atom junction}

\subsection{Model}
The parameters are round numbers and represent no particular material. Atoms 0 to 5 lie at $0$, $2.8$, $5.2$, $7.7$, $10.0$ and $13.0$~\AA. Atoms 1 to 4 respond; atoms 0 and 5 belong to frozen chains of spacing $a=2.5$~\AA. Nearest neighbours have
\begin{equation}
h(d)=h_0e^{-(d-a)/\ell_h},\qquad s(d)=s_0e^{-(d-a)/\ell_s},
\end{equation}
with $h_0=-2$~eV, $s_0=0.2$, $\ell_h=1.0$~\AA\ and $\ell_s=1.2$~\AA. The temperature is 300~K.

The population is $q_a=\sum_b\mathrm{Re}D_{ab}S_{ab}$, and $\delta q_a=q_a-1$. The lead atoms, including 0 and 5, have level zero at zero bias. Responding atoms have level $-1$~eV and potential energy $v_a=v_{\rm ext}(x_a)+U\delta q_a$, $U=3$~eV. Their interaction energy is $\sum_a(v_{\rm ext}\delta q_a+U\delta q_a^2/2)$, which includes the unit core charge in the applied field. Differentiation with respect to $D$ gives $H_{ab}=h+s\bar v$ for a bond, with $\bar v=(v_a+v_b)/2$. At bias $V$, $\mu_{L,R}=\pm eV/2$, the levels of each lead shift with its own $\mu_\alpha$, and $v_{\rm ext}$ falls linearly between atoms 0 and 5.

For the bond from $i$ to $i+1$, equation \eqref{force} gives
\begin{align}
g_i&=-2\,\mathrm{Re}D_{i,i+1}(h'+s'\bar v)+2\,\mathrm{Re}W_{i,i+1}s',\\
F_j&=g_{j-1}-g_j-\delta q_jv'_{\rm ext}.
\end{align}

\subsection{One force in numbers}
Take atom 1 at 1~V. For bond 1--2, $d=2.4$~\AA, $h'=2.210$~eV/\AA\ and $s'=-0.1812$~\AA$^{-1}$. The charges $\delta q_1=0.0594$ and $\delta q_2=0.1130$ give
\begin{align}
v_1&=0.5-2.8/13+3(0.0594)=0.463\ \text{eV},\\
v_2&=0.5-5.2/13+3(0.1130)=0.439\ \text{eV}.
\end{align}
With $\bar v=0.451$~eV, $D_{12}=0.5688$ and $W_{12}=-1.552$~eV,
\begin{align}
g_1&=-2(0.5688)(2.210-0.0817)+2(-1.552)(-0.1812)\nonumber\\
&=-2.42+0.56=-1.86\ \text{eV/\AA}.
\end{align}
The bond pulls atom 1 to the right. The overlap term weakens this pull by 23\% of its explicit part, for this energy zero. Including bond 0--1 and the field, the explicit and overlap parts of the force are $1.307$ and $-0.368$~eV/\AA:
\begin{equation}
F_1=1.307-0.368=0.939\ \text{eV/\AA}=1.50\ \text{nN}.
\end{equation}

\subsection{Bias dependence}
The total forces, in eV/\AA, are:
\begin{center}
\begin{tabular}{ccccc}
$V$ (V)&atom 1&atom 2&atom 3&atom 4\\
0&1.150&$-1.030$&1.328&$-1.729$\\
0.5&1.052&$-0.953$&1.288&$-1.740$\\
1&0.939&$-0.838$&1.202&$-1.724$
\end{tabular}
\end{center}
The geometry is not relaxed and ion repulsion is absent, so the zero-bias forces need not vanish. From 0 to 1~V the force on atom 1 falls by $0.210$~eV/\AA, while that on atom 4 changes by $0.005$~eV/\AA\ and not monotonically. The matrix element $D_{12}$ falls by 5\%.

Dragging atom 1 in real time at 1~V gives $0.93929$~eV/\AA\ from the work, equal to the formula at the printed precision. Raising the energy zero by $0.7$~eV changes the overlap part on atom 1 from $-0.368$ to $-0.295$~eV/\AA; the total is unchanged to rounding error.

Two faulty substitutions for $W$ were tried, with $C$ consisting of atoms 0 to 5. Their errors belong to this example and are not general estimates: the first depends on where $C$ is cut, the second on the energy zero. The symmetrized product $D_CH_CS_C^{-1}$ changes the 1~V forces on atoms 1 and 4 by $0.030$ and $-0.047$~eV/\AA, about 3\% of each force in magnitude. On atoms 2 and 3 the changes are $-0.008$ and $0.003$~eV/\AA. Keeping the zero-bias $W$, with energies measured from the mean electrochemical potential, gives an error of $0.039$~eV/\AA\ on atom 3. That is 31\% of the magnitude of its bias-induced force change.

\subsection{Gradient and curl}
At zero bias, finite differences of $\Omega$ for a closed chain with 400 lead atoms per side give $1.14978$~eV/\AA\ for atom 1, as does \eqref{force}. The chain must be long compared with the thermal length, or reflections from its ends enter the derivative. Moving atom 2 by $0.3$~\AA\ to the right raises $\Omega$ by $0.0465$~eV. The determinant \eqref{logdet} with its double-counting correction, the closed chain and the integrated force agree on this value.

For atoms 2 and 3, $\partial F_2/\partial x_3-\partial F_3/\partial x_2$ is $4\times10^{-8}$~eV/\AA$^2$ at zero bias, within the numerical tolerance of zero. At 1~V it is $0.37$~eV/\AA$^2$. To leading order, a square loop of side $0.1$~\AA\ in the $(x_2,x_3)$ plane exchanges $0.37\times0.01=0.0037$~eV of work with the electrons, with a sign set by its direction. A relaxation that assumes an energy function, or a line search on $\Omega$, is therefore not justified at this bias; a search for zeros of the force remains well defined. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, kT = 0.025852 eV
lead spacing 2.5 A, hopping -2.0 eV, overlap 0.2
decay lengths: hopping 1.0 A, overlap 1.2 A
atom level -1.0 eV, Coulomb 3.0 eV, core charge 1.0 e
positions, atoms 0 to 5 (A): 0.0 2.8 5.2 7.7 10.0 13.0
atoms 1 to 4 respond; atoms 0 and 5 are frozen lead atoms
bias 0.0 V: mu_L, mu_R (eV): 0.00 -0.00
  excess electrons, atoms 1-4: 0.07953 0.08751 0.06369 0.08012
  explicit part (eV/A): 1.51590 -1.23949 1.64959 -2.28248
  overlap part (eV/A): -0.36612 0.20999 -0.32110 0.55307
  total force (eV/A): 1.14978 -1.02950 1.32849 -1.72941
bias 0.5 V: mu_L, mu_R (eV): 0.25 -0.25
  excess electrons, atoms 1-4: 0.06735 0.09967 0.06090 0.10436
  explicit part (eV/A): 1.41764 -1.14734 1.62759 -2.29893
  overlap part (eV/A): -0.36543 0.19410 -0.33984 0.55848
  total force (eV/A): 1.05222 -0.95323 1.28775 -1.74045
bias 1.0 V: mu_L, mu_R (eV): 0.50 -0.50
  excess electrons, atoms 1-4: 0.05939 0.11298 0.06052 0.13257
  explicit part (eV/A): 1.30725 -1.01868 1.56228 -2.28873
  overlap part (eV/A): -0.36796 0.18071 -0.36010 0.56432
  total force (eV/A): 0.93929 -0.83796 1.20217 -1.72441
total force at 0 V (nN): 1.84215 -1.64945 2.12847 -2.77081
total force at 1 V (nN): 1.50491 -1.34256 1.92610 -2.76281
force change 0 to 1 V (eV/A): -0.21049 0.19154 -0.12631 0.00500
D_12 at 0 and 1 V: 0.596340 0.568786
W_12 at 0 and 1 V (eV): -1.654638 -1.551985
1 V, atom 1, force from dragging work: 0.939291 eV/A
1 V, atom 1, force from formula: 0.939291 eV/A
closed chain: 400 lead atoms per side, charge mismatch 4.1e-09
0 V, atom 1, -dOmega/dx closed chain: 1.149780 eV/A
0 V, atom 1, force from formula: 1.149780 eV/A
atom 2 moved by 0.3 A at 0 V, change of Omega:
  open-system determinant: 0.0465043 eV
  closed chain: 0.0465043 eV
  minus integrated force: 0.0465043 eV
curl, atoms 2 and 3, 0 V: 4.2e-08 eV/A^2
curl, atoms 2 and 3, 1 V: 0.370158 eV/A^2
1 V force error, W from truncated product (eV/A): 0.02990 -0.00811 0.00345 -0.04676
1 V force error, W kept from 0 V (eV/A): 0.00184 0.02928 0.03900 -0.01125
energy zero shifted by 0.7 eV at 1 V:
  overlap part (eV/A): -0.29534 0.11962 -0.27524 0.43701
  largest change of total force: 1.6e-15 eV/A
scattering wave vs Green function: 1.8e-10 1/eV
largest change of D or W with reference lead: 4.4e-10
W minus D H S^-1 in long window: 2.6e-10 eV
\end{verbatim}
